# Image-charge lowering of an ideal Schottky barrier

## What dimensions already fix

An electron of charge $-q$ ($q>0$) stands in a semiconductor at distance $x$ from a flat metal. The semiconductor has permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, and an electric field of magnitude $E$ pushes the electron away from the metal. Suppose that no other quantity sets a scale near the interface. The barrier lowering $\Delta\phi$, an energy, must then have the form $q^a\varepsilon^bE^c$ times a pure number.

In joules, metres and coulombs, $q$ has the unit C, $\varepsilon$ has C²/(J m) and $E$ has J/(C m). Matching the powers of C, J and m to those of an energy gives

$$a+2b-c=0,\qquad -b+c=1,\qquad -b-c=0 .$$

The last two equations give $c=\tfrac12$ and $b=-\tfrac12$, and the first then gives $a=\tfrac32$. For a length the right-hand sides are $0,0,1$, so $b=c=-\tfrac12$ and $a=\tfrac12$. Hence

$$\Delta\phi\propto\sqrt{\frac{q^3E}{\varepsilon}},\qquad x_m\propto\sqrt{\frac{q}{\varepsilon E}},$$

where $x_m$ is the distance of the barrier top from the interface. The square root of the field follows from the absence of any other scale. The pure numbers, and the conditions under which other scales may be ignored, require the electrostatics.

## Assumptions and theorem

The $x$ axis points from the metal surface, $x=0$, into the semiconductor. The barrier without image charge, $\phi_0$, is the energy of the conduction-band edge at the interface, measured from the metal Fermi level. The assumptions are:

1. The metal is a perfect conductor with a sharp, flat surface. No interface charge or dipole changes with the field.
2. The semiconductor responds as a continuum with a single constant $\varepsilon$.
3. The field points towards the metal and is uniform. Corollary 1 examines a field that falls with distance.
4. The electron is a classical point charge. Tunnelling and disorder are left out.

**Theorem.** Under these assumptions the electron energy is

$$U(x)=\phi_0-\frac{q^2}{16\pi\varepsilon x}-qEx,\qquad x>0. \tag{1}$$

It has a single maximum, which lies inside the semiconductor at

$$x_m=\sqrt{\frac{q}{16\pi\varepsilon E}}, \tag{2}$$

and the maximum is lower than $\phi_0$ by

$$\Delta\phi=2qEx_m=\sqrt{\frac{q^3E}{4\pi\varepsilon}} . \tag{3}$$

Three lemmas supply the terms of (1).

## Lemma 1: the image force

**Lemma 1.** The charge that the electron induces on the metal attracts it with a force of magnitude $F=q^2/(16\pi\varepsilon x^2)$.

*Proof.* The potential due to the electron and its induced charge must vanish on the metal surface and far away. Place a fictitious charge $+q$ at $-x$, the mirror position. If $r_1$ and $r_2$ are the distances from a point to the electron and to the fictitious charge, the trial potential is

$$V=\frac{1}{4\pi\varepsilon}\left(-\frac{q}{r_1}+\frac{q}{r_2}\right).$$

On the surface $r_1=r_2$, so $V=0$ there. In the semiconductor the only source of $V$ is the electron, as required. No other potential qualifies: the difference of two candidates would satisfy Laplace's equation in the semiconductor and vanish on its whole boundary, and such a function has no interior maximum or minimum, so it is zero.

In the semiconductor, the induced charge therefore acts like a charge $+q$ at distance $2x$ from the electron:

$$F=\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}. \qquad\blacksquare$$

**Remark: the real charge.** The fictitious charge stands for a positive charge spread over the metal surface. At lateral distance $r$ from the foot of the electron, let $s=\sqrt{r^2+x^2}$. The electron and the fictitious charge each contribute a normal field $qx/(4\pi\varepsilon s^3)$, directed into the semiconductor. The surface density is $\varepsilon$ times their sum, $\sigma=qx/(2\pi s^3)$. Each element of this charge pulls with a normal component proportional to $x/s^3$, so

$$F=\frac{q}{4\pi\varepsilon}\int_0^\infty\frac{qx}{2\pi s^3}\,\frac{x}{s^3}\,2\pi r\,dr
=\frac{q^2x^2}{4\pi\varepsilon}\int_0^\infty\frac{r\,dr}{(r^2+x^2)^3}.$$

The last integral equals $1/(4x^4)$, which returns the force of the lemma.

The numerical output contains a test that assumes no image: the surface charge on a large grounded disc is found from the condition of zero potential. With $q=1$ and $4\pi\varepsilon=1$, the force at unit distance is 0.2500, in agreement with $1/4$.

## Lemma 2: the image energy

**Lemma 2.** With the zero of energy at infinite separation, the image energy is $U_{\rm im}(x)=-q^2/(16\pi\varepsilon x)$.

*Proof.* The attraction points towards smaller $x$, so its component along $x$ is $-F$. From $-F=-dU_{\rm im}/dx$ it follows that $dU_{\rm im}/dx=F$. Integrating from $x$ to infinity, where $U_{\rm im}=0$, gives

$$U_{\rm im}(x)=-\int_x^\infty\frac{q^2}{16\pi\varepsilon x'^2}\,dx'=-\frac{q^2}{16\pi\varepsilon x}. \qquad\blacksquare$$

**Remark: the factor one half.** The induced charge produces the potential $V_{\rm ind}=q/(8\pi\varepsilon x)$ at the electron. The product $-qV_{\rm ind}=-q^2/(8\pi\varepsilon x)$ is twice the image energy. It would be the energy of the electron in a potential that existed independently of it, whereas $V_{\rm ind}$ is proportional to the electron's own charge. If that charge is built up as $-\lambda q$ with $\lambda$ from 0 to 1, the induced potential is $\lambda V_{\rm ind}$, and the energy is

$$\int_0^1(-q)\,\lambda V_{\rm ind}\,d\lambda=-\tfrac12qV_{\rm ind}.$$

The grounded disc tests this as well. The work needed to move the charge from distance 1 to 8 is 0.2188, and so is half the charge times the change of induced potential. The lemma gives $\tfrac14(1-\tfrac18)=0.21875$.

## Lemma 3: the field energy

**Lemma 3.** The uniform field contributes $-qEx$.

*Proof.* The field points towards the metal, so its component along $x$ is $-E$. The force on the charge $-q$ is $(-q)(-E)=+qE$, away from the metal. A constant force $qE$ along $x$ belongs to the energy $-qEx$, with its zero at the interface. $\blacksquare$

In a depleted n-type semiconductor this field comes from positive donor ions and the negative charge they induce on the metal. The equations of electrostatics are linear, so this field and the electron's own image field add without changing each other.

## Proof of the theorem

Adding the two energies to $\phi_0$ gives (1). Its derivative is

$$U'(x)=\frac{q^2}{16\pi\varepsilon x^2}-qE .$$

The first term is the image attraction and the second the push of the field. Setting $U'=0$ and dividing by $q$ gives $q/(16\pi\varepsilon x^2)=E$, whose positive root is (2). The first term falls steadily with $x$, so $U'>0$ for $x<x_m$ and $U'<0$ for $x>x_m$. The stationary point is thus the single maximum.

For its height, write (2) as $q/(16\pi\varepsilon)=Ex_m^2$. The image term at the maximum is then

$$\frac{q^2}{16\pi\varepsilon x_m}=\frac{q\,Ex_m^2}{x_m}=qEx_m,$$

equal to the field term. Each supplies half of the lowering:

$$\Delta\phi=2qEx_m=\sqrt{4q^2E^2\,\frac{q}{16\pi\varepsilon E}}=\sqrt{\frac{q^3E}{4\pi\varepsilon}}. \qquad\blacksquare$$

**Remark: why the top moves.** Without the image term the energy $\phi_0-qEx$ is highest at the interface itself. The image attraction pulls the energy down most strongly there, so the top moves to the point where the two forces balance. A stronger field reaches this balance closer to the metal.

**Remark: the sign of the field.** If the field points away from the metal, $-qE$ in $U'$ becomes $+qE$. Then $U'>0$ everywhere and there is no interior maximum.

**Remark: the shape of the top.** With $s=x/x_m$ from here on, the field term is $\tfrac12\Delta\phi\,s$ and the image term $\tfrac12\Delta\phi/s$, so

$$U=\phi_0-\frac{\Delta\phi}{2}\left(s+\frac1s\right),\qquad
U(x_m)-U(x)=\frac{\Delta\phi}{2}\,\frac{(s-1)^2}{s}, \tag{4}$$

because $s+1/s-2=(s-1)^2/s$. In these variables all fields and permittivities share one curve. At half or twice the distance $x_m$ the energy lies $\Delta\phi/4$ below the top. For $s\ll1$ the image term dominates, and for $s\gg1$ the energy approaches the straight line $\phi_0-qEx$.

## A model contact

Take $\varepsilon_r=10$, $E=0.020$ V/nm and $\phi_0=0.500$ eV. These are round model parameters and describe no particular material. The image strength is $q/(16\pi\varepsilon)=0.0360$ V nm, so (2) gives

$$x_m=\sqrt{\frac{0.0360\ \text{V nm}}{0.020\ \text{V/nm}}}=1.34\ \text{nm}.$$

The field part of the lowering is $0.020\times1.3416=0.0268$ eV and the image part is $0.0360/1.3416=0.0268$ eV. Together they lower the barrier by 0.0537 eV, to 0.446 eV.

Numerical maximization of (1) at three fields shows the scaling:

| $E$ (V/nm) | $x_m$ (nm) | $\Delta\phi$ (eV) |
|---|---|---|
| 0.005 | 2.68 | 0.0268 |
| 0.020 | 1.34 | 0.0537 |
| 0.080 | 0.67 | 0.1073 |

Each fourfold increase of the field halves the distance and doubles the lowering.

## Corollary 1: the field of a depletion layer

In a real depletion layer the field falls with distance. Let the donors be uniform with density $N$ and fully ionized up to the depletion width $W$, with no mobile charge there. Gauss's law gives the field component a slope $qN/\varepsilon$. Since the field vanishes at $W$, its magnitude is

$$\frac{qN}{\varepsilon}(W-x)=E\left(1-\frac xW\right),\qquad E=\frac{qNW}{\varepsilon},$$

where $E$ now denotes the value at the interface.

**Corollary 1.** Let $\delta=x_m/W\ll1$, with $x_m$ and $\Delta\phi$ from (2) and (3). To first order in $\delta$, the barrier top moves outwards by the fraction $\delta/2$ of $x_m$, and the lowering shrinks by the fraction $\delta/4$ of $\Delta\phi$.

*Proof.* Integrating the force $qE(1-x/W)$ replaces $-qEx$ by $-qEx+qEx^2/(2W)$. Since $qEx_m=\Delta\phi/2$, the added term is $\tfrac12\Delta\phi\cdot\tfrac12\delta s^2$, and

$$U=\phi_0-\frac{\Delta\phi}{2}\,g(s),\qquad g(s)=s+\frac1s-\frac{\delta s^2}{2}.$$

The top satisfies $g'(s)=1-1/s^2-\delta s=0$. Put $s=1+\eta$ with small $\eta$. Then $1/s^2\approx1-2\eta$, and to first order $2\eta-\delta=0$, so $\eta=\delta/2$. At this point $s+1/s$ differs from 2 only in second order, by (4), while the last term of $g$ is $-\delta/2$ to first order. Hence $g\approx2-\delta/2$, and the lowering is $\Delta\phi(1-\delta/4)$. $\blacksquare$

For the model contact with $W=100$ nm, $\delta=0.0134$. The corollary predicts an outward shift of 0.671 percent and a loss of lowering of 0.335 percent. Numerical maximization gives 0.682 and 0.338 percent.

The small differences are the next order. Keeping $3\eta^2$ in $1/s^2$ gives $2\eta-3\eta^2-\delta-\delta\eta=0$, solved by $\eta=\delta/2+5\delta^2/8$. The predicted shift is thereby multiplied by $1+5\delta/4=1.017$, which gives 0.682 percent. In $g$ the second-order terms are $\eta^2-\delta\eta=-\delta^2/4$. They multiply the loss by $1+\delta/2=1.007$, which gives 0.338 percent, equal to the numerical value at this precision.

**Remark: dependence on band bending.** The potential drop across the layer is the area under the field, $\psi=EW/2$. Inserting $W=\varepsilon E/(qN)$ gives $\psi=\varepsilon E^2/(2qN)$, so $E=\sqrt{2qN\psi/\varepsilon}$ and

$$\Delta\phi=\left(\frac{q^6E^2}{16\pi^2\varepsilon^2}\right)^{1/4}=\left(\frac{q^7N\psi}{8\pi^2\varepsilon^3}\right)^{1/4}.$$

The lowering thus grows as the square root of the interface field but only as the fourth root of the band bending. In the example $\psi=\tfrac12\times0.020\times100=1.00$ V, and the donor density is $1.1\times10^{17}$ cm$^{-3}$. This band bending is larger than $\phi_0/q$, so the example describes a contact under reverse bias.

## Corollary 2: thermionic emission

**Corollary 2.** Let electrons of the metal cross the barrier if their energy of motion normal to the interface exceeds the barrier top, and not otherwise. If the barrier is still many $k_BT$ high after the lowering, the lowering multiplies the current from the metal by $\exp(\Delta\phi/k_BT)$.

*Proof.* Let $w$ be the energy of normal motion, measured so that $w$ plus the energy of parallel motion is the total energy above the Fermi level. For free-electron-like parallel motion, states are spread evenly over the parallel energy. Summing the Fermi–Dirac occupation over them gives

$$\int_0^\infty\frac{du}{1+e^{w/k_BT+u}}=\ln\left(1+e^{-w/k_BT}\right),$$

where $u$ is the parallel energy divided by $k_BT$. The normal velocity times the momentum element is $dw$, so the current over a barrier $B$ is proportional to $\int_B^\infty\ln(1+e^{-w/k_BT})\,dw$. For $B\gg k_BT$ the exponential is small throughout, the logarithm may be replaced by it, and the integral becomes $k_BT\,e^{-B/k_BT}$. Dividing the result for $B=\phi_0-\Delta\phi$ by that for $B=\phi_0$ proves the claim. $\blacksquare$

At 300 K, $k_BT=0.02585$ eV. The exponent is $0.05366/0.02585=2.08$, and without tunnelling the current rises by a factor of 8.0. The full logarithmic integral gives the same factor. A lowering of about a tenth of the barrier therefore changes the current almost by an order of magnitude. In this model the logarithm of the current is linear in $\sqrt E$, with slope $\sqrt{q^3/(4\pi\varepsilon)}/k_BT$.

## Where the result fails

**Strong fields.** Equation (3) would remove the whole barrier at $E=4\pi\varepsilon\phi_0^2/q^3$. In the example this is $0.020\times(0.500/0.0537)^2\approx1.7$ V/nm. The top would then lie at $1.34\times0.0537/0.500\approx0.14$ nm, less than an atomic spacing, where neither a continuous $\varepsilon$ nor a sharp metal surface has a meaning. The formula thus loses its basis before the barrier vanishes. Other limits come much earlier. A field of 1.7 V/nm is 17 MV/cm and would need a band bending of about 7500 V at the donor density of the example, while silicon at that density breaks down by avalanche near 0.06 V/nm. At 0.080 V/nm the top is only 0.67 nm from the metal, so the lowering there is an estimate. At that field a semiclassical estimate of tunnelling multiplies the classical current by about 3 for the free-electron mass and by thousands for a tenth of it.

**The region next to the metal.** Equation (1) tends to $-\infty$ as $x\to0$. In the example it reaches the metal Fermi level near $0.0360/0.500\approx0.07$ nm. This is an artefact of the point charge and the sharp surface. In a real metal the screening charge is spread over a finite thickness. As a simple model, suppose that the field enters the metal and decays exponentially over a length $\lambda$ in a metal whose bound electrons give it the permittivity $\varepsilon_m$. Since $\varepsilon E$ is continuous at the interface, the field just inside the metal is $\varepsilon E/\varepsilon_m$, and the potential drop there is $E\lambda\varepsilon/\varepsilon_m$. Seen from the semiconductor, the metal surface therefore lies at $d=-\lambda\varepsilon/\varepsilon_m$ instead of at $x=0$. The field of a distant electron varies slowly along the surface and is screened in the same way. To first order in $d$, therefore, $x$ becomes $x-d$ in both the image term and the field term. The top moves by $d$, while the lowering, measured from the value of $\phi_0$ at zero field, stays the same. This estimate requires $x_m$ to be much larger than the magnitude of $d$, which is not guaranteed: with $\lambda=0.05$ nm, $\varepsilon_m=\varepsilon_0$ and $\varepsilon_r=10$ the magnitude of $d$ is already 0.5 nm, and the full screened image potential of this model has no top between 0.1 and 2.5 nm. With $\varepsilon_m=5\varepsilon_0$ the magnitude is 0.1 nm, and the first-order rule holds: the top lies at 1.24 nm and the lowering is unchanged. The sign of $d$ is a property of this model and not of metals in general. For a self-consistent jellium surface facing vacuum, the centroid of the induced charge lies outside the edge of the positive background, by roughly 0.07 to 0.09 nm.

**Weak fields.** As $E\to0$, equations (2) and (3) give a vanishing lowering and a distance $x_m$ that grows without limit. At fixed donor density $W\propto E$ and $x_m\propto E^{-1/2}$, so $\delta\propto E^{-3/2}$. Reducing the field of the example fourfold raises $\delta$ eightfold, to about 0.11. The uniform-field lowering of 26.8 meV is then about 3 percent too large, because the depletion width enters as a second length that the opening argument excluded. In the fully depleted profile the condition $g'(s)=0$ of Corollary 1 reads $\delta=1/s-1/s^3$, whose right-hand side is never larger than $2/(3\sqrt3)\approx0.385$, so that profile has no top at larger $\delta$. This threshold lies outside the range of the profile. Full depletion requires $q\psi\gg k_BT$, whereas in the example at 300 K $q\psi$ is $2.4\,k_BT$ at $\delta=0.11$ and $0.44\,k_BT$ at $\delta=0.385$. Mobile electrons then set a third length, the Debye length of 11 nm, and the field decays more slowly. With a Boltzmann electron density and an unscreened image term, a top still exists at the field where $\delta=0.385$, with a lowering of about 16 meV.

**The permittivity.** The field $E$ is set by static charges, but the image energy depends on how the semiconductor polarizes around a moving electron. If the ions follow only partly, a smaller value $\varepsilon_i$ belongs in the image term. The proof of the theorem is unchanged for a given $E$, with $\varepsilon$ replaced by $\varepsilon_i$ in (2) and (3), and the lowering is larger. In the relation between $E$, $N$ and $W$ the static value remains.

**Tunnelling.** By (4) the top is nearly a parabola of curvature $\Delta\phi/x_m^2$. For an electron of effective mass $m^*$ this defines a frequency $\omega=\sqrt{\Delta\phi/m^*}/x_m$. At an energy $v$ below the top, the tunnelling probability falls roughly as $e^{-2\pi v/\hbar\omega}$, while the thermal occupation rises as $e^{v/k_BT}$. Tunnelling is therefore a small correction only if $\hbar\omega\ll2\pi k_BT$. In the example $2\pi k_BT=0.16$ eV at 300 K. The free-electron mass gives $\hbar\omega=0.048$ eV, but a tenth of that mass gives 0.15 eV. A semiclassical integration over the full profile (1) raises the classical current by a factor of about 1.13 for the free mass and about 2.9 for a tenth of it. For such light electrons the classical current of Corollary 2 cannot be relied on at this field. Quantum reflection of electrons above the top acts in the opposite direction. It can remove a sizeable fraction of the current, by an amount that depends on the potential next to the metal, which (1) does not describe.

**Disorder.** At the donor density of the example the mean donor spacing, $N^{-1/3}$, is about 21 nm, much more than $x_m$. The smooth donor charge is therefore an average over the contact area. A donor ion close to the interface changes the barrier locally, as can the potential fluctuations of an amorphous film. Equation (3) describes the ideal contact without these variations.

## Values computed for the example and the checks

```
GROUNDED DISC (q = 1, 4 pi eps = 1, dimensionless)
force at distance 1: 0.2500
induced potential at distance 1: -0.5000
work from distance 1 to 8: 0.2188
half of charge times potential change: 0.2188
MODEL CONTACT: INPUTS
relative permittivity: 10.0
field magnitude: 0.020 V/nm
barrier without image charge: 0.500 eV
depletion width: 100.0 nm
temperature: 300.0 K
UNIFORM FIELD: RESULTS
image strength q/(16 pi eps): 0.03600 V nm
position of maximum: 1.3416 nm
image part of lowering: 0.02683 eV
field part of lowering: 0.02683 eV
total lowering: 0.05366 eV
remaining barrier: 0.44634 eV
FIELD DEPENDENCE (numerical maxima)
field 0.005 V/nm: x_m 2.6832 nm, lowering 0.02683 eV
field 0.020 V/nm: x_m 1.3416 nm, lowering 0.05366 eV
field 0.080 V/nm: x_m 0.6708 nm, lowering 0.10733 eV
log-log slope of position: -0.50000
log-log slope of lowering: 0.50000
DEPLETION LAYER
donor density: 1.105e+17 cm^-3
total band bending: 1.000 eV
ratio x_m/W: 0.01342
position of maximum: 1.3508 nm
lowering: 0.05348 eV
outward shift, numerical: 0.682 percent
outward shift, first order: 0.671 percent
loss of lowering, numerical: 0.338 percent
loss of lowering, first order: 0.335 percent
THERMIONIC EMISSION
thermal energy kT: 0.02585 eV
current enhancement from supply integral: 7.971
exp(lowering/kT): 7.971
```
